Detailed balance between absorption and spontaneous emission: the van Roosbroeck-Shockley relation

**1. A spectrum that runs against its absorption**

Consider a model direct-gap semiconductor with a gap of 1.40 eV, in equilibrium at a thermal energy of 0.025 eV. Its absorption coefficient at 1.600 eV is 5.6 times that at 1.405 eV. Its spontaneous emission at 1.600 eV is nevertheless about 340 times weaker than at 1.405 eV. The same transitions and matrix elements produce both spectra, so one must determine the other. The relation between them follows from the balance of one photon mode and from the number of such modes.

The algebra uses atomic units, ħ = m = e = 1, with Maxwell's equations in Gaussian form. The photon energy is ω, the speed of light is c, and T is the thermal energy, Boltzmann's constant times the temperature. The medium is homogeneous, isotropic and non-magnetic, with refractive index n(ω). Absorption is weak: the extinction coefficient κ = αc/(2ω) is much smaller than n. The derivation by modes also takes the decay rate of a mode to be small compared with T and with the energy range over which α and v_g vary. Section 9 shows how the result survives when this second condition fails. Here α is the absorption coefficient of intensity, which falls as exp(−αz) along a beam.

**2. One mode in contact with equilibrium matter**

Let a mode hold N photons. To leading order in the coupling, matter takes a photon out at the rate aN and puts one in at the rate b(N+1). The factors N and N+1 are the squared matrix elements of the photon annihilation and creation operators. Hence the mean photon number obeys

dN/dt = −aN + b(N+1) = −(a − b)N + b. (1)

The term bN is stimulated emission and the term b is spontaneous emission. They share one coefficient because both come from the factor N+1.

The golden rule gives both coefficients. Let i be a lower and f an upper state of the matter, with probabilities p_i and p_f, let M_fi be the matrix element of the upward transition, and let g be the coupling to the mode:

a = 2π|g|² Σ_if p_i |M_fi|² δ(E_f − E_i − ω),
b = 2π|g|² Σ_if p_f |M_fi|² δ(E_f − E_i − ω). (2)

The same |M_fi|² appears twice because the interaction is Hermitian. In equilibrium the probability of a state is proportional to exp[−(E − μN_e)/T], where N_e is the electron number and μ the chemical potential. An optical transition does not change N_e, so μ cancels from the ratio p_f/p_i. The delta function sets E_f − E_i = ω, and every term of b is exp(−ω/T) times the matching term of a:

b = a exp(−ω/T). (3)

This is the step that uses equilibrium. From it,

b/(a − b) = 1/(a/b − 1) = 1/[exp(ω/T) − 1] ≡ N_T,
b = (a − b)N_T. (4)

N_T is also the mean photon number of the mode at rest. Let P_m be the probability of m photons. In the stationary state there is no net flow between m and m+1, since the ladder ends at m = 0. Thus a(m+1)P_{m+1} = b(m+1)P_m, and P_m = (1 − q)q^m with q = b/a. The mean is q/(1 − q) = N_T. For ω = 1.50 eV and T = 1.00 eV, the stationary solution of the rate equations for P_m has mean 0.2872, in agreement with the formula.

**3. From a decay rate to an absorption coefficient**

By (1), an excess of photons above N_T decays in time at the rate γ = a − b. An absorption measurement records decay in space. To connect them, write the complex wave number at real energy as k(ω) + iα/2; the factor 1/2 appears because α refers to intensity and the wave number to amplitude. A mode of a periodic box has instead a real wave number and a complex energy ω − iγ/2. To first order in the small quantities,

k(ω − iγ/2) + iα/2 ≈ k(ω) − (iγ/2)(dk/dω) + iα/2.

The imaginary part must vanish. With the group velocity v_g = dω/dk this gives γ = v_g α, or

a − b = v_g α. (5)

The coefficient α is therefore a net quantity: upward transitions minus stimulated emission. This is what the attenuation of a weak beam gives.

Equation (5) was tested in a host with n² = 1 + ω_p²/(ω_r² − ω²), where ω_r = 3.0 eV and ω_p = 6.0 eV, with a small damping of 0.001 eV added. At 1.50 eV the ratio of temporal to spatial decay is 0.3103c. The group velocity of the undamped host is the same to the digits shown.

**4. The number of modes**

In a periodic box of volume V the allowed wave vectors have density V/(2π)³. A shell between k and k + dk, with two polarizations, contains 2·V·4πk²dk/(2π)³ = V k²dk/π² modes. With k = nω/c and dk = dω/v_g, the number of modes per volume and photon energy is

G(ω) = n²ω²/(π²c²v_g). (6)

The index in n² is the phase index, since it comes from k². Dispersion enters through v_g. In the host above, at 1.50 eV, the phase index is 2.517 and the group index c/v_g is 3.223. An explicit count of the modes in a narrow energy window gives 6.08×10⁻¹⁰ Å⁻³ eV⁻¹, and (6) gives 6.06×10⁻¹⁰ Å⁻³ eV⁻¹. The difference of 0.3 % is within the 1 % allowed for the discreteness of the lattice and the width of the window. Replacing v_g by c/n in (6) would lower the result by 22 %, which the count excludes.

**5. The relation**

Each mode receives spontaneous photons at the rate b. The emission rate per volume and photon energy, summed over directions and polarizations, is r = Gb. Inserting (4), (5) and (6) in turn,

r = G(a − b)N_T = G v_g α N_T,

r(ω) = α(ω) n²ω² / {π²c²[exp(ω/T) − 1]}. (7)

This is the van Roosbroeck-Shockley relation. The group velocity has cancelled: a slower wave has more modes per energy interval, but each mode loses photons more slowly for a given α. For numbers in ordinary units, with E the photon energy in eV, the same relation reads

r(E) = α(E) F(E) N_T, F(E) = n²E²/[π²ħ(ħc)²]. (8)

Two limits show how the net character of α matters. Let α_up = a/v_g count upward transitions alone. By (3) and (5),

α = α_up[1 − exp(−ω/T)], r = α_up n²ω² exp(−ω/T)/(π²c²). (9)

For ω ≫ T stimulated emission is negligible, α ≈ α_up, and both forms carry the factor exp(−ω/T). For ω ≪ T, N_T ≈ T/ω and α ≈ α_up ω/T. The large occupation and the small net absorption then compensate, and r ≈ α_up n²ω²/(π²c²). Putting α_up into (7) in place of α would overestimate r by the factor 1/[1 − exp(−ω/T)] = 1 + N_T.

The rate r is generated inside the medium. It is not the light that leaves a sample, which also depends on reabsorption and on refraction at the surfaces.

**6. A microscopic check with a two-level emitter**

The relation can be confronted with separately calculated emission and absorption. Take randomly oriented two-level emitters of density ν, transition energy ω and transition dipole d, in a transparent dispersive host. Local-field corrections are left out on both sides.

For emission, the field of one photon is needed. Write a classical field as E₀ exp(−iωt) plus its complex conjugate, so that its mean square is 2|E₀|². The magnetic amplitude is n times the electric one. The mean energy in the box is then

V(2|E₀|²/8π)[d(ωn²)/dω + n²].

The bracket is 2n² + 2nω dn/dω = 2n(n + ω dn/dω) = 2nc/v_g, because c/v_g = d(nω)/dω. Setting the energy equal to ω gives

|E₀|² = 2πωv_g/(ncV). (10)

For a dipole at angle θ to the wave vector, the two polarizations together contribute d²(1 − cos²θ). Its average over directions is 2d²/3, or d²/3 per mode. The golden rule then gives the emission rate of an excited emitter:

Γ = 2π|E₀|²(d²/3)V G = 2π · [2πωv_g/(nc)] · (d²/3) · n²ω²/(π²c²v_g) = 4nω³d²/(3c³). (11)

For absorption, apply a classical field of amplitude 𝓔, that is 𝓔 cos ω′t. Its resonant half couples with strength d_z𝓔/2. The transition rate is 2π(d_z𝓔/2)²δ(ω′ − ω), where d_z² averages to d²/3. It acts upward on the lower population p_g and downward on the upper population p_e. The net absorbed power per volume is thus νω(p_g − p_e)(π/2)(d²/3)𝓔²δ(ω′ − ω). Dividing by the intensity nc𝓔²/(8π) and integrating over the line gives

∫α dω′ = 4π²ων d²(p_g − p_e)/(3nc). (12)

Multiply (12) by n²ω²N_T/(π²c²), as (7) prescribes. The result is ν(p_g − p_e)N_T · 4nω³d²/(3c³). Since p_g = p_e exp(ω/T), we have (p_g − p_e)N_T = p_e. What remains is νp_eΓ, the emission rate found directly.

The numerical test uses d = 1.00 Å times the electron charge, ω = 1.50 eV and T = 1.00 eV. The populations are 0.818 and 0.182, so stimulated emission is substantial. The response of the thermal emitter to a weak field impulse gives an integrated absorption, per unit density, of 0.03635 eV Å², in agreement with (12). Equation (8) then predicts, per emitter,

0.03635 × 2.517² × 1.50² × 0.2872 / [π² × 6.582×10⁻¹⁶ × 1973.3²] s⁻¹ = 5.88×10⁶ s⁻¹.

Summing the emission over the counted modes gives 5.90×10⁶ s⁻¹. The excess is again 0.3 %, inherited from the mode count. Upward absorption in (7) would have raised the prediction by 29 %.

**7. Parabolic bands**

Let a conduction and a valence band be separated by E_g + k²/(2m_r), where 1/m_r = 1/m_c + 1/m_v. Light connects states of equal k, and each conduction state is coupled to one valence state. With x = ω − E_g, k = √(2m_r x) and dk = m_r dx/k. Including two spins, the number of pairs per volume and energy is

J = (k²/π²)(dk/dx) = k m_r/π² = (2m_r)^(3/2) √x/(2π²). (13)

For a local potential the dipole and momentum matrix elements satisfy d = p/ω in magnitude. Let P² be the sum of |p_i|² over the three components, taken as constant and averaged over field directions. The occupations f_c and f_v replace p_g − p_e by

f_v(1 − f_c) − f_c(1 − f_v) = f_v − f_c.

Replacing the line of (12) by the distribution J gives

α = [4π²ω/(3nc)](P²/ω²)J(f_v − f_c) = K√x (f_v − f_c)/ω,
K = 2P²(2m_r)^(3/2)/(3nc). (14)

Equation (3) can be seen at work here. For a Fermi function, f/(1 − f) = exp[−(E − μ)/T]. Therefore f_c(1 − f_v)/[f_v(1 − f_c)] = exp(−ω/T), whatever the value of μ.

A narrow gap of 0.050 eV at T = 0.025 eV, with μ = 0.040 eV above the valence band edge, tests this where neither filling nor stimulated emission is negligible. The index, the masses and P² are those of section 8. With them (14) gives κ of the order of n near 0.075 eV, so weak absorption does not hold and the rate itself is only formal. Both sides of the comparison are proportional to P², however, so their ratio is the same for a P² small enough to meet the condition. Emission summed directly over k and emission obtained from (7) both give 3.015 Å⁻³ s⁻¹. With α_up in place of α the total would be 3.5 % too high. By the factor 1 + N_T found in section 5, this excess must be the emission-weighted mean of N_T, and the direct evaluation of that mean confirms it.

**8. The wide-gap example**

The material of the opening has E_g = 1.40 eV, T = 0.025 eV, n = 3.5, m_c = 0.1, m_v = 0.5 and 2P² = 12.0 eV. These are round model parameters. Band tails, phonon-assisted transitions and the attraction between electron and hole are left out. The attraction matters well beyond the edge. In the hydrogenic model with dielectric constant n² it multiplies α above the gap by 2πs/[1 − exp(−2πs)], where s = √(E_b/x) and E_b = m_r/(2n⁴) = 7.6 meV. This factor is 7.7 at 1.405 eV and still 1.7 at 1.600 eV, so the absorption ratio of the opening would fall from 5.55 to about 1.25. The emission ratio of the opening would fall from 1/339 to about 1/1500. The total rate R found below would grow by a factor of about 7.6, nearly half of the enlarged total coming from bound exciton lines below the gap. The continuum emission would be largest at the gap itself, not T/2 above it. The numbers below therefore describe the model without attraction, while (7) holds for either α. Equation (14) gives K = 2.056×10⁻⁴ eV^(1/2) Å⁻¹. With μ at mid-gap, f_v − f_c is practically 1.

Between 1.405 eV and 1.600 eV, the three factors of (8) change as follows. Absorption rises from 1.03×10⁻⁵ to 5.75×10⁻⁵ Å⁻¹, a factor of 5.55. F rises by (1.600/1.405)² = 1.30. The occupation falls by exp(−0.195/0.025) = exp(−7.8) = 4.10×10⁻⁴. The product is 2.95×10⁻³, or 1/339, which accounts for the opening fact.

For ω ≫ T, (7) and (14) give r ∝ ω√x exp(−ω/T). Setting the derivative of ln r to zero,

1/(E_g + x) + 1/(2x) = 1/T.

Multiplication by 2xT(E_g + x) gives 2xT + T(E_g + x) = 2x(E_g + x), or

2x² + (2E_g − 3T)x − TE_g = 0. (15)

Here this is 2x² + 2.725x − 0.035 = 0 with x in eV, and the positive root is x = 0.0127 eV. A direct search for the maximum agrees. The peak lies close to T/2 above the gap: √x sets the rise, exp(−x/T) the fall, and the slow factor ω adds about T²/(2E_g). At the peak,

r = 1.6415×10⁻⁵ × 9.665×10⁸ × 2.874×10⁻²⁵ = 4.56×10⁻²¹ Å⁻³ s⁻¹ eV⁻¹.

The total rate follows by integrating over x. The integrals of √x exp(−x/T) and x√x exp(−x/T) from zero to infinity are (√π/2)T^(3/2) and (3√π/4)T^(5/2), so that

R = [Kn²/(π²c²)] T^(3/2) (√π/2)(E_g + 3T/2) exp(−E_g/T). (16)

In ordinary units c² becomes ħ(ħc)², and the prefactor Kn²/[π²ħ(ħc)²] is 9.96×10⁴ Å⁻³ s⁻¹ eV^(−5/2). Then

R = 9.96×10⁴ × 0.00395 × 0.886 × 1.4375 × exp(−56) = 2.40×10⁻²² Å⁻³ s⁻¹,

which is 240 cm⁻³ s⁻¹. The direct sum over k gives the same value.

**9. Conditions and use**

Weak absorption holds in the wide-gap example: κ/n is 0.010 at 1.600 eV. The mode width v_gα = cα/n is nevertheless 0.032 eV there, more than T, so the picture of sharp modes does not suffice.

Relation (7) can be reached without it. Let the medium border on a transparent one with the same index at the energy considered. In equilibrium the photon flux in the transparent medium, summed over directions, is G v_g N_T = n²ω²N_T/(π²c²) per unit energy. For κ ≪ n the boundary reflects little except near grazing incidence, so to leading order the absorbing medium carries the same flux. Absorption removes a fraction α of it per unit length, emission must replace what is lost, and (7) follows at a fixed real energy.

At a narrow line (5) and (6) can fail even though κ ≪ n, because v_g varies strongly across the line. The balance of beams still applies there. Where κ is comparable with n, the boundary reflects strongly and this argument loses its basis too. Neither derivation given here then establishes (7), which is a limit of the derivations and not a proof that (7) fails.

With the bands held fixed, doping changes R little while the material stays non-degenerate. If the gap of a non-degenerate material narrows by a small amount ΔE_g, R rises by a factor of about exp(ΔE_g/T). Heavy doping can narrow the gap of a real material, but once the material is degenerate, band filling opposes this rise and can outweigh it. Without degeneracy, f_c ≈ exp[−(E_c − μ)/T] and 1 − f_v ≈ exp[−(μ − E_v)/T], where E_c and E_v are the energies of the two states, and μ cancels from the product. Moving μ to 1.20 eV, eight thermal energies below the conduction band, lowers R by 0.013 % relative to the mid-gap value. In a degenerate material (7) still holds, but α and r both change with filling.

In the non-degenerate case with the bands held fixed, temperature matters far more than doping: a 1 % rise in T multiplies R by about 1.8. In a real material, gap narrowing by the carriers can be of similar weight. A rough screening estimate for this model at 10¹⁷ cm⁻³ gives about 9 meV, a factor near 1.4. At fixed α and for ω ≫ T, a relative error δ in T changes r by a fraction of about (ω/T)δ, as long as this fraction is small. In the ratio of emission at 1.600 eV to that at 1.405 eV the net effect is 7.8δ, so a 1 % error in temperature distorts the inferred ratio of absorption coefficients by about 8 %.

Luminescence under excitation is not equilibrium emission, and (3) then fails. Suppose that electrons and holes are each thermalized at T, with separate chemical potentials μ_c and μ_v. The Fermi functions of section 7 now give b/a = exp[−(ω − Δμ)/T], where Δμ = μ_c − μ_v. For ω > Δμ, steps (4) to (7) go through with ω replaced by ω − Δμ in the thermal factor alone, and with α taken for the excited material. For ω < Δμ the medium amplifies light and a mode has no stationary photon number. There α and the thermal factor are both negative, and their product still gives r. At ω = Δμ the product has a finite limit. If ω − Δμ ≫ T and α is unchanged, the equilibrium spectrum is multiplied by exp(Δμ/T) and keeps its shape. If the carriers are not thermalized, a single thermal factor does not in general connect the two spectra. The values from the tests and from the wide-gap example are in the numerical output below.

Numbers as computed

```
CONSTANTS
hbar = 6.582120e-16 eV s
hbar c = 1973.2698 eV angstrom
TEST: emitter in dispersive host
host resonance = 3.0 eV, host strength wp = 6.0 eV
photon energy = 1.50 eV, thermal energy = 1.00 eV
mean photons, rate matrix = 0.287217
mean photons, Bose formula = 0.287217
phase index = 2.5166, group index = 3.2230
host damping for decay test = 0.001 eV
time decay / (c * space decay) = 0.31027
group velocity / c = 0.31027
modes counted in window = 826620
window half-width = 0.0375 eV
mode density, counted = 6.0757e-10 /(angstrom^3 eV)
mode density, formula = 6.0565e-10 /(angstrom^3 eV)
transition dipole / e = 1.00 angstrom
emission rate, mode sum = 3.2347e+07 1/s
emission rate, formula = 3.2244e+07 1/s
lower, upper populations = 0.81757, 0.18243
line strength, impulse = 3.63542e-02 eV angstrom^2
line strength, formula = 3.63542e-02 eV angstrom^2
thermal emission, direct = 5.9009e+06 1/s
thermal emission, relation = 5.8822e+06 1/s
TEST: narrow-gap bands, thermal energy = 0.025 eV
gap = 0.050 eV, chemical potential = 0.040 eV
rate, k-space = 3.014637e+00 /(angstrom^3 s)
rate, relation = 3.014637e+00 /(angstrom^3 s)
rate ratio if upward absorption is misused = 1.034823
1 + emission-weighted occupation = 1.034823
WORKED EXAMPLE: direct-gap model
gap = 1.40 eV, thermal energy = 0.025 eV
index = 3.5, masses = 0.1, 0.5 electron masses
reduced mass = 0.08333 electron masses
momentum strength 2 P^2 = 12.0 eV
absorption constant K = 2.05567e-04 eV^0.5/angstrom
columns: energy eV | alpha 1/angstrom | occupation |
  flux factor /(angstrom^2 s eV) | r /(angstrom^3 s eV)
1.4050 | 1.0346e-05 | 3.9143e-25 | 9.5598e+08 | 3.8714e-21
1.4127 | 1.6415e-05 | 2.8738e-25 | 9.6652e+08 | 4.5592e-21
1.4500 | 3.1701e-05 | 6.4702e-26 | 1.0182e+09 | 2.0885e-21
1.5000 | 4.3337e-05 | 8.7565e-27 | 1.0896e+09 | 4.1350e-22
1.6000 | 5.7458e-05 | 1.6038e-28 | 1.2398e+09 | 1.1425e-23
peak above gap, numerical = 0.012725 eV
peak above gap, quadratic = 0.012725 eV
total rate, k-space = 2.396754e-22 /(angstrom^3 s)
total rate, relation = 2.396754e-22 /(angstrom^3 s)
total rate, closed form = 2.396754e-22 /(angstrom^3 s)
total rate converted = 239.68 /(cm^3 s)
extinction / index at 1.6 eV = 0.01012
doped chemical potential = 1.20 eV
doped rate / undoped rate = 0.999866
```
